Numerical propagation of the Jaynes–Cummings model: truncation, splitting and Krylov errors, part 1

(Sections cited here and not found follow in the second part.)

Propagating the Jaynes–Cummings model: what the conserved excitation number fixes, and what each numerical shortcut costs

The symmetry and the form of the answer

A two-level emitter with states |e⟩, |g⟩ and transition frequency ω_a is coupled to one cavity mode of frequency ω_c. In Hartree atomic units (ħ = 1) and the rotating-wave approximation,

H = ω_c a†a + (ω_a/2)σ_z + B,  B = g(aσ₊ + a†σ₋),

with σ₊ = |e⟩⟨g|, σ₋ = |g⟩⟨e|, σ_z = |e⟩⟨e| − |g⟩⟨g| and g real. The replacement a → e^{iφ}a, σ₋ → e^{iφ}σ₋ leaves H unchanged for every φ, since the phases cancel in aσ₊ and in a†σ₋. The generator of this symmetry is the excitation number N = a†a + σ₊σ₋. From [a†a, a] = −a and [σ₊σ₋, σ₊] = σ₊ follows [N, aσ₊] = −aσ₊ + aσ₊ = 0; the adjoint term follows by conjugation, and the diagonal terms commute with N, so [N, H] = 0.

The eigenspaces of N (blocks) are spanned by |e,N−1⟩ and |g,N⟩ for N ≥ 1, and by |g,0⟩ alone for N = 0. With σ₊σ₋ = (1 + σ_z)/2 we have a†a = N − ½ − σ_z/2, and therefore

H = ω_c(N − ½) + V,  V = A + B,  A = dσ_z,  d = Δ/2,  Δ = ω_a − ω_c.

This fixes the form of the propagator before any calculation. The factor exp[−iω_c(N − ½)t] separates, because N commutes with V. In each block V is a 2×2 matrix, and any function of a 2×2 matrix is a combination of the unit matrix and the matrix itself, so e^{−iVt} = f₀(N) + f₁(N)V. What remains after the phase is removed contains only g and Δ, so it depends on the dimensionless numbers gt and Δ/g and on the mean photon number. A numerical scheme whose cost or error depends on ω_c is therefore working on a factor known in advance, and a scheme that moves weight between blocks makes an error that the symmetry forbids.

The exact propagator

The square of V has three parts. First, A² = d². Second, σ_zσ₊ = σ₊ and σ₊σ_z = −σ₊, and likewise with opposite signs for σ₋, so AB + BA = 0. Third, σ₊² = σ₋² = 0 leaves

B² = g²(aa† σ₊σ₋ + a†a σ₋σ₊) = g²[(a†a + 1)|e⟩⟨e| + a†a|g⟩⟨g|] = g²N,

because N equals a†a + 1 on the excited level and a†a on the ground level. Hence

V² = d² + g²N ≡ Ω̂².

Then V^{2k} = Ω̂^{2k} and V^{2k+1} = VΩ̂^{2k}, and the even and odd parts of the exponential series sum to a cosine and a sine:

U(t) = e^{−iω_c(N−½)t} [cos Ω̂t − iV sin(Ω̂t)/Ω̂].

The function sin(Ωt)/Ω is a power series in Ω², so it is regular at Ω = 0, where it equals t. In block N, ⟨e,N−1|B|g,N⟩ = g√N ≡ b, so V = dσ_z + bσ_x in the basis (|e,N−1⟩, |g,N⟩), with Ω = √(d² + b²). In the rotating frame, meaning with the ω_c phase dropped,

|e,n⟩ → u_n|e,n⟩ + v_n|g,n+1⟩,  |g,n+1⟩ → u_n*|g,n+1⟩ + v_n|e,n⟩,

u_n = cos Ωt − i(d/Ω) sin Ωt,  v_n = −i(b/Ω) sin Ωt,  at N = n + 1.

For N = 0, V = −d and Ω = |d|, and the operator formula gives cos dt + i sin dt = e^{idt}, as it must. The program compares U with the matrix exponential of the laboratory-frame H, on the blocks that its finite basis holds completely, for positive, zero and negative detuning, and asserts agreement to 10⁻⁹.

The initial state is |e⟩|α⟩ with α real and λ = α². Its amplitudes are √p_n, with the Poisson weights p_n = e^{−λ}λⁿ/n!. The inversion in one block is

w_n = |u_n|² − |v_n|² = [(d² + b²)cos²Ωt + (d² − b²)sin²Ωt]/Ω² = [d² + b² cos 2Ωt]/Ω²,

and W(t) = ⟨σ_z⟩ = Σ_n p_n w_n, since σ_z has no elements between blocks. Neighbouring blocks rephase when 2t·dΩ/dN = 2π; with dΩ/dN = g²/(2Ω) evaluated near the centre N = λ + 1, this gives the revival estimate t_rev = 2πΩ_{λ+1}/g², good to leading order in the width of the distribution.

The example uses round model parameters: ω_c = 0.1 E_h (2.72 eV), g = 0.001 E_h (27.2 meV), Δ = 0.002 E_h, λ = 16 and t = 25000 au (605 fs). Then d = g, Ω at N = 17 is √(1 + 17) g = 0.00424264 E_h, and t_rev = 2π × 0.00424264/10⁻⁶ = 26657 au (645 fs); the largest W between 15000 and 40000 au is found at 26730 au. The final time thus lies near the first revival, where the result depends on the relative phases of all populated blocks. The closed form gives W(t) = −0.01546373. W oscillates with period about π/Ω ≈ 740 au, so its value at one instant does not measure the revival envelope. All digits are statements about this model. The discarded term g a†σ₊ couples |g,n⟩ to |e,n+1⟩ across the gap ω_a + ω_c, and at second order pushes |g,n⟩ down and |e,n+1⟩ up by about g²(n+1)/(ω_a + ω_c) ≈ 17×10⁻⁶/0.2 ≈ 8×10⁻⁵ E_h. Within a block the excited state thus moves up and the ground state down, which acts as an increase of d by this amount. The dressed levels ±Ω move by about d/Ω ≈ 0.24 times it, roughly 2×10⁻⁵ E_h each and in opposite directions. A shift of about −g²/(ω_a + ω_c) ≈ −5×10⁻⁶ E_h is common to both, because |e,N−1⟩ rises by g²(N−1)/(ω_a + ω_c) while |g,N⟩ falls by g²(N+1)/(ω_a + ω_c). It drops out of the difference, so their relative phase changes by about 1 rad over 25000 au. A system with counter-rotating terms would give a different W at this time; the model serves as an exactly solvable reference for the algorithms.

The naive scheme has three ingredients: keep photon numbers 0 to M, where M makes the discarded probability small; build the matrix of H; advance it by a splitting or a Krylov method. Each ingredient can be measured against U. Errors below are 2-norms of the difference from the exact state, whose norm is 1, so they are also relative to that state.

The cutoff, and the state it orphans

Let T_k = Σ_{n≥k} p_n. The discarded probability is T_{M+1}, and the naive estimate of the squared error is this number. It overlooks that a cutoff in photon number does not follow the blocks. Let P project on n ≤ M, and evolve Pψ(0), not renormalised, with PHP. N commutes with P, so exact and truncated states carry the same ω_c phase factor and the rotating frame suffices. Blocks with N ≤ M have both their states inside the space and evolve exactly. Block M + 1 has lost |g,M+1⟩, so PBP|e,M⟩ = 0, and this orphaned state only acquires the phase e^{−idt} instead of emitting a photon. Blocks N ≥ M + 2, which hold the initial states |e,n⟩ with n ≥ M + 1, are absent. The blocks are orthogonal, so squared errors add. In block M + 1 the difference is √p_M times U|e,M⟩ − e^{−idt}|e,M⟩, two unit vectors with overlap e^{idt}u_M. Thus

ε²(t) = p_M(2 − 2Re[e^{idt}u_M]) + T_{M+1} ≤ 4p_M + T_{M+1},

Re[e^{idt}u_M] = cos dt cos Ωt + (d/Ω) sin dt sin Ωt,  Ω at N = M + 1.

The bound holds for all t; the error does not accumulate, because the blocks never feed each other. At Δ = 0 and t = π/(g√(M+1)), u_M = −1 and the bound is attained: the true amplitude has completed a Rabi cycle and changed sign while the orphan has stayed put. For |d| ≫ b the ratio |d|/Ω tends to 1 and u_M stays close to e^{−idt} until the dispersive phase b²t/(2|d|) has grown, so the orphan error then appears slowly.

At M = 30, p_M = 5.639×10⁻⁴ and T_{M+1} = 5.673×10⁻⁴, so the bound is 4 × 5.639×10⁻⁴ + 5.673×10⁻⁴ = 2.823×10⁻³. Diagonalising the truncated laboratory-frame Hamiltonian and sampling times up to 25000 au gives a largest ε² of 2.810×10⁻³, which is 4.95 times the naive value. The discrepancy does not fade at larger M, since p_{M+1} = p_M λ/(M+1) makes p_M increasingly larger than the tail that follows it.

Three variants follow from the same counting. For the start |g⟩|α⟩ the component |g,n⟩ lies in block n, the orphan is empty, and ε² = T_{M+1} exactly; the naive estimate is then correct. For the inversion, only the affected blocks contribute:

W − W_M = p_M(w_M − 1) + Σ_{n>M} p_n w_n,  so  |W − W_M| ≤ 2p_M + T_{M+1},

because |w_n| ≤ 1. This is of order ε², whereas a general observable O of norm 1 obeys only |⟨ψ|O|ψ⟩ − ⟨φ|O|φ⟩| ≤ (‖ψ‖ + ‖φ‖)‖ψ − φ‖ ≤ 2ε. At M = 30 the bound is 1.695×10⁻³ and the largest sampled deviation 1.581×10⁻³. Unbounded observables such as a are covered by neither statement. Finally, renormalising divides by s = √(1 − T_{M+1}) and moves the state by 1 − s; since s ≤ 1 implies s ≥ s², this is at most T_{M+1}, which adds to ε. The program asserts the exact formula, its bound, the attainment at resonance and these three variants for M = 20, 30 and 40.

Deleting the orphan as well, which means cutting at N ≤ M, gives ε² = p_M + T_{M+1} = T_M at all times, 1.131×10⁻³ for M = 30. This is below the largest error of the photon cutoff, although at times when the orphan is in phase with the true amplitude, such as t = 0, the photon cutoff has the smaller error T_{M+1}. The photon cutoff is kept here because it is the scheme under examination; neither time-uniform result survives terms that break the conservation of N.

Choosing M from the Poisson tail

The tail has an exact form. Since dp_n/dλ = p_{n−1} − p_n, the sum telescopes to dT_k/dλ = p_{k−1}, and T_k vanishes at λ = 0 for k ≥ 1, so

T_k = ∫₀^λ s^{k−1}e^{−s} ds/(k−1)!,

the regularised lower incomplete gamma function. Computing T_k as one minus the retained probability fails in double precision at the level 10⁻¹⁶ needed below, so this form or a bound is required.

For n ≥ k the ratio p_{n+1}/p_n = λ/(n+1) is at most r = λ/(k+1). If r < 1, the tail lies under a geometric series p_k/(1 − r):

p_k ≤ T_k ≤ p_k (k+1)/(k+1−λ).

The Chernoff bound avoids the factorial. For s ≥ 0, e^{s(n−k)} ≥ 1 when n ≥ k and is positive otherwise, so T_k ≤ e^{−sk} Σ p_n e^{sn} = exp[λ(e^s − 1) − sk]. The exponent is smallest at e^s = k/λ, allowed for k > λ, and gives

T_k ≤ e^{−λ}(eλ/k)^k = exp[−λh(y)],  k = λ(1 + y),  h(y) = (1+y)ln(1+y) − y.

To invert this for k, replace h by the smaller function q(y) = 3y²/(6 + 2y). Writing y²/(3+y) = y − 3 + 9/(3+y) gives q″ = (3/2) × 18/(3+y)³ = (1 + y/3)⁻³, while h″ = (1+y)⁻¹. Since (1 + y/3)³ = 1 + y + y²/3 + y³/27 ≥ 1 + y for y ≥ 0, h″ ≥ q″; both functions and their first derivatives vanish at y = 0, so h ≥ q. With x = k − λ = λy this is the Bernstein form

T_k ≤ exp[−x²/(2λ + 2x/3)].

Because 4p_M + T_{M+1} ≤ 4T_M, the requirement ε² is met if the exponent reaches L = ln(4/ε²). The positive root of x² − (2L/3)x − 2λL = 0 yields

M ≥ λ + L/3 + √(L²/9 + 2λL).

For λ ≫ L this is the Gaussian rule λ + √(2λL); for λ comparable to L or smaller the term L/3 matters, and a rule of a fixed number of standard deviations no longer follows from it.

At k = 30, T = 1.131×10⁻³. The geometric bound is 5.639×10⁻⁴ × 31/15 = 1.165×10⁻³, 3% above the value. Chernoff gives 7.76×10⁻³ and Bernstein 8.72×10⁻³. The Chernoff bound divided by p_k is k!e^k/k^k, which is √(2πk) to leading order in Stirling's formula; this lost prefactor is its slack, 13.8 relative to p_30. For ε = 10⁻⁸, L = 38.23, and the explicit formula gives 16 + 12.74 + √(162.4 + 1223.3) = 65.97, so M = 66. Searching for the smallest M gives 63 with 4 times the Chernoff bound, and 61 both with 4p_M plus the geometric bound on T_{M+1} and with the exact tail. The slack costs few photons because each added photon multiplies the weights by about λ/M, roughly a quarter here. With M = 61 the bound on ε is 5.22×10⁻⁹ and the error at t, against the closed form on 150 photons, is 5.04×10⁻⁹. The matrices have dimension 2(M + 1) = 124.

Splitting in the Fock basis

A splitting advances by a step τ = t/n with a product of exponentials that are easy to apply. The symmetric (Strang) choice is

S(τ) = e^{−iAτ/2} e^{−iBτ} e^{−iAτ/2}.

The outer factors are phases. The middle factor is the closed form at Δ = 0, a rotation of each pair (|e,n⟩, |g,n+1⟩) by the angle g√(n+1) τ. This scheme thus borrows the resonant solution; its use is that it extends to a time-dependent Δ, for which no closed form exists in general. Both factors commute with N, with two consequences. The block weights are conserved exactly. And in the laboratory frame, where A is replaced by A + ω_c(N − ½), the extra term passes through every factor and collects into the exact phase, so the error does not depend on ω_c. At Δ = 0 the scheme is exact for any τ. The program asserts all three properties. The orphan and |g,0⟩ are annihilated by the truncated B and receive their exact phases.

In a block, e^{−ibτσ_x} = cos bτ − iσ_x sin bτ. Since σ_x anticommutes with σ_z, σ_x e^{−iφσ_z} = e^{iφσ_z}σ_x and so e^{−iφσ_z}σ_x e^{−iφσ_z} = σ_x. With φ = dτ/2,

S = cos bτ cos dτ − i[σ_z cos bτ sin dτ + σ_x sin bτ] ≡ cos θ − i ñ·σ sin θ.

The step is an exact rotation, with angle given by cos θ = cos dτ cos bτ and a unit axis ñ, and Sⁿ = exp(−inθ ñ·σ). It is generated by Ṽ = θ ñ·σ/τ. To order τ³,

ñ_z sin θ = dτ − d³τ³/6 − db²τ³/2,  ñ_x sin θ = bτ − b³τ³/6,  θ/sin θ = 1 + Ω²τ²/6,

the last because θ = Ωτ at leading order. Multiplying and dividing by τ,

θñ_z/τ = d + τ²[−d³/6 − db²/2 + d(d² + b²)/6] = d − db²τ²/3,

θñ_x/τ = b + τ²[−b³/6 + b(d² + b²)/6] = b + d²bτ²/6.

With bσ_x → B, b² → g²N and d = Δ/2, this reads in operator form

Ṽ = V + τ²[Δ²B/24 − Δg²Nσ_z/6] + O(τ⁴).

The correction is a vector (δ_z, δ_x) = τ²(−db²/3, d²b/6) added to the vector (d, b) of length Ω and direction n. Its component along n changes the frequency:

(dδ_z + bδ_x)/Ω = τ²(−d²b²/3 + d²b²/6)/Ω = −κτ²,  κ = d²b²/(6Ω).

Its component along the perpendicular unit vector (b, −d)/Ω is τ²(−db³/3 − d³b/6)/Ω, and dividing by Ω gives the tilt of the axis,

|δn| = χτ²,  χ = |d|b(d² + 2b²)/(6Ω²).

Vary U = cos φ − i n·σ sin φ, φ = Ωt, to first order:

δU = −δφ sin φ − i[δφ cos φ n + sin φ δn]·σ,  δφ = −κτ²t.

For real c₀ and real vector c, (c₀ − ic·σ)†(c₀ − ic·σ) = c₀² + |c|², so ‖δUψ‖² is the same for every unit ψ in the block; with n ⊥ δn it is δφ² + sin²φ |δn|². Summing the blocks,

ε_S² = τ⁴ Σ_n p_n[(κt)² + χ² sin²Ωt] ≡ (Cτ²)².

This is leading order, valid for Ωτ ≪ 1 and κtτ² ≪ 1. The tilt error stays bounded; the frequency error grows linearly in t. Reaching a target ε at long times takes n = t√(C/ε) steps with C ∝ t, so n ∝ t^{3/2}ε^{−1/2}. In the dispersive limit |d| ≫ b, Ω ≈ |d| + b²/(2|d|) and κ ≈ |d|b²/6, so the scheme gets the dispersive shift wrong by the fraction d²τ²/3 of that shift.

A bound valid for every τ comes from the equation S obeys. With E(s) = e^{−iAs/2}, differentiating the three factors gives iS′ = GS, where

G = A/2 + EBE† + E e^{−iBs}(A/2)e^{iBs} E†.

Let R = G − V. Then d/ds[e^{iVs}S] = −i e^{iVs}RS, and since both outer factors are unitary, ‖S(τ) − e^{−iVτ}‖ ≤ ∫₀^τ‖R‖ds. Conjugation with E preserves the norm and leaves A unchanged:

E†RE = [B − f(s)] + [k(s) − A/2],  f = e^{iAs/2}Be^{−iAs/2},  k = e^{−iBs}(A/2)e^{iBs}.

Here f(0) = B and k(0) = A/2. The slopes are f′(0) = (i/2)[A,B] and k′(0) = −(i/2)[B,A] = (i/2)[A,B], so the linear terms cancel; this is what the symmetric ordering buys. The second derivatives are unitary conjugates of −¼[A,[A,B]] and −½[B,[B,A]], so the Taylor remainders are at most s²‖[A,[A,B]]‖/8 and s²‖[B,[B,A]]‖/4. Integration gives τ³/24 and τ³/12 times the same norms. From [σ_z,σ_x] = 2iσ_y and [σ_z,σ_y] = −2iσ_x follows [σ_z,[σ_z,σ_x]] = 4σ_x, and by exchange of roles [σ_x,[σ_x,σ_z]] = 4σ_z, so the norms are 4d²b and 4|d|b². With U₁ = e^{−iVτ}, the identity Sⁿ − U₁ⁿ = Σ_j S^{n−1−j}(S − U₁)U₁^j bounds n steps by n times one step, and nτ³ = tτ². Hence

ε_S ≤ C_b τ²,  C_b = t [Σ_n p_n(d²b/6 + |d|b²/3)²]^{1/2}.

We now have the exact propagator, a time-uniform bound on the photon-cutoff error, and both a leading-order estimate and a rigorous bound for the Fock-basis splitting. It remains to compare these two with measured splitting errors, and to examine splitting on a quadrature grid and Krylov propagation.
